# Decay of Metastable 2S Hydrogen in a Weak Static Electric Field: a numerical check

```python
"""Field quenching of metastable hydrogen 2S1/2.

Result under test: in a weak static field F the 2S-like state decays at
    Gamma = gamma * V**2 / (Delta**2 + gamma**2/4),   V = sqrt(3)*F,
in Hartree atomic units.
gamma : radiative decay rate of 2P;  V : coupling of 2S1/2 to 2P1/2
Delta : angular frequency by which 2S1/2 lies above 2P1/2 (an input)
The addition from 2P3/2, coupled by sqrt(6)*F, is tested as well.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

alpha = const.fine_structure
time_au = const.physical_constants["atomic unit of time"][0]
field_au = const.physical_constants["atomic unit of electric field"][0]
volt_per_cm = 100.0 / field_au

# Input: rounded measured 2S1/2 - 2P1/2 interval, not derived here.
interval_GHz = 1.06
Delta = 2 * np.pi * interval_GHz * 1e9 * time_au


# Radial functions of hydrogen, normalized with weight r**2.
def R1s(r):
    return 2 * np.exp(-r)


def R2s(r):
    return (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)


def R2p(r):
    return r * np.exp(-r / 2) / np.sqrt(24)


# Angular part of <s|z|p0>, by quadrature over the sphere.
u, weight = np.polynomial.legendre.leggauss(12)
Y00 = np.sqrt(1 / (4 * np.pi))
Y10 = np.sqrt(3 / (4 * np.pi)) * u
angular = 2 * np.pi * np.sum(weight * Y00 * u * Y10)


def z_element(radial_s):
    radial = quad(lambda r: radial_s(r) * R2p(r) * r**3, 0, 80,
                  epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    return radial * angular


z_2s2p = z_element(R2s)
z_1s2p = z_element(R1s)
assert abs(abs(z_2s2p) - 3) < 1e-8
assert abs(z_1s2p**2 - 2**15 / 3**10) < 1e-8

# Weights of |p0, spin up> in j=1/2 and j=3/2 from diagonalizing L.S.
Lz = np.diag([1.0, 0.0, -1.0])
Lplus = np.sqrt(2) * np.diag([1.0, 1.0], 1)
Sz = np.diag([0.5, -0.5])
Splus = np.array([[0.0, 1.0], [0.0, 0.0]])
LS = (np.kron(Lz, Sz) + 0.5 * np.kron(Lplus, Splus.T)
      + 0.5 * np.kron(Lplus.T, Splus))
ls_values, ls_vectors = np.linalg.eigh(LS)
p0_up = 2
weight_half = np.sum(ls_vectors[p0_up, ls_values < 0]**2)
weight_three_half = np.sum(ls_vectors[p0_up, ls_values > 0]**2)
assert abs(weight_half - 1 / 3) < 1e-12
assert abs(weight_three_half - 2 / 3) < 1e-12

# Spontaneous emission: golden-rule sum over the modes of a finite box,
# side 2*pi, speed of light 1, unit dipole along z, frequency K.
K, half_width = 50.0, 2.0
n = np.arange(-53, 54)
kx, ky, kz = np.meshgrid(n, n, n, indexing="ij", sparse=True)
k2 = kx**2 + ky**2 + kz**2
shell = (k2 >= (K - half_width)**2) & (k2 < (K + half_width)**2)
k2_shell = k2[shell].astype(float)
kz_shell = np.broadcast_to(kz, k2.shape)[shell]
coupling2 = (2 * np.pi * np.sqrt(k2_shell) / (2 * np.pi)**3
             * (1 - kz_shell**2 / k2_shell))
mode_sum_rate = 2 * np.pi * coupling2.sum() / (2 * half_width)
mode_ratio = mode_sum_rate / (4 / 3 * K**3)
# Finite shell width and lattice counting limit the agreement.
assert abs(mode_ratio - 1) < 0.01

omega_2p1s = 0.5 * (1 - 1 / 4)
gamma = 4 / 3 * alpha**3 * omega_2p1s**3 * z_1s2p**2
assert abs(gamma / ((2 / 3)**8 * alpha**3) - 1) < 1e-7


def quench_rate(V, detuning, width):
    return width * V**2 / (detuning**2 + width**2 / 4)


# Hermitian dynamics: S - P - discretized flat continuum, model units.
model_gamma, model_Delta, model_V = 1.0, 3.0, 0.15
number, half_band = 1200, 30.0
spacing = 2 * half_band / number
H = np.zeros((number + 2, number + 2))
H[1, 1] = -model_Delta
H[0, 1] = H[1, 0] = model_V
mode_energy = (np.arange(number) + 0.5) * spacing - half_band
H[np.arange(2, number + 2), np.arange(2, number + 2)] = mode_energy
H[1, 2:] = H[2:, 1] = np.sqrt(model_gamma * spacing / (2 * np.pi))
energies, states = np.linalg.eigh(H)


def survival(t):
    return abs(np.sum(states[0]**2 * np.exp(-1j * energies * t)))**2


t_start, t_end = 20.0, 100.0
continuum_rate = np.log(survival(t_start) / survival(t_end)) / (t_end - t_start)
model_rate = quench_rate(model_V, model_Delta, model_gamma)
# The formula omits terms of relative order 3*(V/Delta)**2, near 1 percent.
assert abs(continuum_rate / model_rate - 1) < 0.02


def s_like_rate(matrix):
    values, vectors = np.linalg.eig(matrix)
    index = np.argmax(abs(vectors[0])**2)
    return -2 * values[index].imag


def two_level_rate(F):
    V = abs(z_2s2p) * np.sqrt(weight_half) * F
    matrix = np.array([[0, V], [V, -Delta - 0.5j * gamma]])
    return s_like_rate(matrix / Delta) * Delta


# Fine structure of 2p from the spin-orbit interaction.
inverse_r3 = quad(lambda r: R2p(r)**2 / r, 0, 80, epsabs=1e-13)[0]
spin_orbit = 0.5 * alpha**2 * inverse_r3
fine_structure = spin_orbit * (ls_values[-1] - ls_values[0])
assert abs(fine_structure / (alpha**2 / 32) - 1) < 1e-8
Delta3 = fine_structure - Delta


def full_rate(F):
    """2S spin up with all six 2P states in the uncoupled basis."""
    matrix = np.zeros((7, 7), dtype=complex)
    matrix[1:, 1:] = (spin_orbit * (LS + np.eye(6))
                      - (Delta + 0.5j * gamma) * np.eye(6))
    matrix[0, 1 + p0_up] = matrix[1 + p0_up, 0] = z_2s2p * F
    return s_like_rate(matrix / Delta) * Delta


per_second = 1 / time_au
V1 = np.sqrt(3) * volt_per_cm
coefficient = quench_rate(V1, Delta, gamma) * per_second
addition = quench_rate(np.sqrt(6) * volt_per_cm, Delta3, gamma) * per_second
total = coefficient + addition
exact1 = two_level_rate(volt_per_cm) * per_second
full1 = full_rate(volt_per_cm) * per_second
# At 1 V/cm the omitted higher orders are near 1e-5.
assert abs(exact1 / coefficient - 1) < 1e-4
assert abs(full1 / total - 1) < 1e-4
assert abs(coefficient / 2800 - 1) < 0.03
assert abs(total / 2800 - 1) < 0.01

# First departure from the F**2 law, as a multiple of (V/Delta)**2.
F10 = 10 * volt_per_cm
rate10 = coefficient * 10**2
x2 = (10 * V1 / Delta)**2
slope = (two_level_rate(F10) * per_second / rate10 - 1) / x2
# Terms in (gamma/Delta)**2 and (V/Delta)**4 shift the slope slightly.
assert abs(slope + 3) < 0.05

rate100 = coefficient * 100**2
exact100 = two_level_rate(100 * volt_per_cm) * per_second
gamma_SI = gamma * per_second
V1_SI = V1 * per_second
Delta_SI = Delta * per_second
needed = np.sqrt(gamma_SI * V1_SI**2 / 2800 - gamma_SI**2 / 4)
needed_GHz = needed / (2 * np.pi) / 1e9
omega_ratio = Delta / omega_2p1s
assert omega_ratio < 1e-6

print(f"Input 2S1/2-2P1/2 interval: {interval_GHz:.2f} GHz")
print(f"Delta: {Delta_SI:.4e} rad/s")
print(f"|<2s|z|2p0>|: {abs(z_2s2p):.6f} bohr")
print(f"|<1s|z|2p0>|^2: {z_1s2p**2:.6f} bohr^2")
print(f"Weight of p0,up in j=1/2: {weight_half:.6f}")
print(f"Weight of p0,up in j=3/2: {weight_three_half:.6f}")
print(f"Field of 1 V/cm: {volt_per_cm:.5e} atomic units")
print(f"V at 1 V/cm: {V1_SI:.4e} rad/s")
print(f"2P decay rate gamma: {gamma_SI:.4e} s^-1")
print(f"2P lifetime: {1e9 / gamma_SI:.4f} ns")
print(f"gamma^2/(4 Delta^2): {gamma**2 / (4 * Delta**2):.3e}")
print(f"Delta / (2P-1S frequency): {omega_ratio:.2e}")
print(f"Box mode sum / emission formula: {mode_ratio:.5f}")
print(f"Continuum model, simulated rate: {continuum_rate:.6f} (gamma=1)")
print(f"Continuum model, formula rate: {model_rate:.6f} (gamma=1)")
print(f"Two-level coefficient: {coefficient:.1f} s^-1 (V/cm)^-2")
print(f"Two-level eigenvalue rate at 1 V/cm: {exact1:.1f} s^-1")
fs_GHz = fine_structure * per_second / (2 * np.pi) / 1e9
d3_GHz = Delta3 * per_second / (2 * np.pi) / 1e9
print(f"2P fine-structure interval: {fs_GHz:.3f} GHz")
print(f"2P3/2 height above 2S1/2: {d3_GHz:.3f} GHz")
print(f"2P3/2 addition: {addition:.1f} s^-1 (V/cm)^-2")
print(f"2P3/2 addition / two-level: {100 * addition / coefficient:.2f} %")
print(f"Coefficient with both 2P levels: {total:.1f} s^-1 (V/cm)^-2")
print(f"Full-matrix rate at 1 V/cm: {full1:.1f} s^-1")
print(f"Two-level F^2 rate at 10 V/cm: {rate10:.4e} s^-1")
print(f"Two-level lifetime at 10 V/cm: {1e6 / rate10:.3f} microseconds")
print(f"(V/Delta)^2 at 10 V/cm: {x2:.3e}")
print(f"Relative correction / (V/Delta)^2: {slope:.3f}")
print(f"(V/Delta)^2 at 100 V/cm: {100 * x2:.4f}")
print(f"Two-level F^2 rate at 100 V/cm: {rate100:.4e} s^-1")
print(f"Two-level eigenvalue rate at 100 V/cm: {exact100:.4e} s^-1")
print(f"Eigenvalue / F^2 law at 100 V/cm: {exact100 / rate100:.4f}")
print(f"Interval giving 2800 in two-level model: {needed_GHz:.4f} GHz")
print("finished without a failed check")
```

Running it gives:

```
Input 2S1/2-2P1/2 interval: 1.06 GHz
Delta: 6.6602e+09 rad/s
|<2s|z|2p0>|: 3.000000 bohr
|<1s|z|2p0>|^2: 0.554929 bohr^2
Weight of p0,up in j=1/2: 0.333333
Weight of p0,up in j=3/2: 0.666667
Field of 1 V/cm: 1.94469e-10 atomic units
V at 1 V/cm: 1.3925e+07 rad/s
2P decay rate gamma: 6.2683e+08 s^-1
2P lifetime: 1.5953 ns
gamma^2/(4 Delta^2): 2.214e-03
Delta / (2P-1S frequency): 4.30e-07
Box mode sum / emission formula: 1.00342
Continuum model, simulated rate: 0.002416 (gamma=1)
Continuum model, formula rate: 0.002432 (gamma=1)
Two-level coefficient: 2734.1 s^-1 (V/cm)^-2
Two-level eigenvalue rate at 1 V/cm: 2734.0 s^-1
2P fine-structure interval: 10.949 GHz
2P3/2 height above 2S1/2: 9.889 GHz
2P3/2 addition: 63.0 s^-1 (V/cm)^-2
2P3/2 addition / two-level: 2.30 %
Coefficient with both 2P levels: 2797.0 s^-1 (V/cm)^-2
Full-matrix rate at 1 V/cm: 2797.0 s^-1
Two-level F^2 rate at 10 V/cm: 2.7341e+05 s^-1
Two-level lifetime at 10 V/cm: 3.658 microseconds
(V/Delta)^2 at 10 V/cm: 4.371e-04
Relative correction / (V/Delta)^2: -2.980
(V/Delta)^2 at 100 V/cm: 0.0437
Two-level F^2 rate at 100 V/cm: 2.7341e+07 s^-1
Two-level eigenvalue rate at 100 V/cm: 2.4222e+07 s^-1
Eigenvalue / F^2 law at 100 V/cm: 0.8859
Interval giving 2800 in two-level model: 1.0474 GHz
finished without a failed check
```
